\section*{Telegrapher equation and the resistance-to-inductance crossover of a uniform interconnect}

\section*{The problem}

A signal plate and an equal return plate form a long, uniform interconnect. Each plate has thickness $t$, width $w$ and resistivity $\rho$; an insulator of permittivity $\varepsilon$ and thickness $d$ separates them. The metal is ohmic and nonmagnetic. We take $w\gg d$, neglect fringe fields and the field outside the pair, and keep all transverse sizes far below the wavelength. SI units are used because resistance, inductance and capacitance per length are natural here.

Let $z$ run along the line and $x$ across it. The signal plate occupies $-t<x<0$, the gap $0<x<d$, and the return plate $d<x<d+t$. The signal plate carries current $I(z,t')$ in the $+z$ direction and the return plate carries $-I$. Here $t'$ is time, since $t$ is the thickness. The voltage of the signal plate relative to the return is
\begin{equation}
V(z,t')=\int_0^d E_x\,dx .
\end{equation}

The numerical example has round model parameters: $\rho=20\ \mathrm{n\Omega\,m}$, $t=1\ \mu\mathrm m$, $d=2\ \mu\mathrm m$, $w=40\ \mu\mathrm m$ and $\varepsilon=4\varepsilon_0$. At $w/d=20$ the neglected edge fields would lower $L$ and, in a uniform insulator, raise $C$, each by roughly ten per cent. Finer digits below therefore describe the wide-plate model, not a real pair of strips of this width.

\section*{(a) From fields to a line equation}

\textit{Use Faraday's law and charge conservation to find the differential equation obeyed by $V$. Allow a leakage conductance $G$ per length through the insulator.}

\textbf{Solution.} The magnetic field points along $y$. Ampère's law gives $\partial_xH_y=J_z$ in the metal. Starting from zero outside the pair and integrating through the signal plate, we find $H_y=I/w$ in the gap. The $y$ component of Faraday's law is
\begin{equation}
\partial_zE_x-\partial_xE_z=-\mu_0\,\partial_{t'}H_y .
\end{equation}
Integration over the gap gives
\begin{equation}
\partial_zV=-\bigl[E_z(0)-E_z(d)\bigr]-\frac{\mu_0d}{w}\,\partial_{t'}I .
\label{eq:faraday}
\end{equation}
The bracket is the field needed to drive current along both metal surfaces. For sufficiently slow currents it has the form $RI+L_{\rm i}\partial_{t'}I$, where $L_{\rm i}$ accounts for flux inside the metal; part (b) derives this form and its limit. With $L=L_{\rm i}+\mu_0d/w$,
\begin{equation}
\partial_zV=-RI-L\,\partial_{t'}I .
\label{eq:v}
\end{equation}

The signal plate holds charge $CV$ per length. In a segment $dz$, the current entering minus the current leaving supplies the growth of this charge and the leakage:
\begin{equation}
I(z)-I(z+dz)=\bigl(C\,\partial_{t'}V+GV\bigr)dz .
\end{equation}
Dividing by $dz$ and letting $dz\to0$ gives
\begin{equation}
\partial_zI=-GV-C\,\partial_{t'}V .
\label{eq:i}
\end{equation}

To eliminate $I$, differentiate Eq.~\eqref{eq:v} with respect to $z$. Uniformity means that $R$ and $L$ pass through the derivative:
\begin{align}
\partial_z^2V&=-R\,\partial_zI-L\,\partial_{t'}(\partial_zI)\nonumber\\
&=R(GV+C\,\partial_{t'}V)+L(G\,\partial_{t'}V+C\,\partial_{t'}^2V).
\end{align}
Collecting terms gives the telegrapher equation,
\begin{equation}
\boxed{\partial_z^2V=LC\,\partial_{t'}^2V+(RC+LG)\,\partial_{t'}V+RG\,V.}
\label{eq:tel}
\end{equation}

For a wave $V\propto e^{j\omega t'-\gamma z}$, each time derivative gives $j\omega$ and two space derivatives give $\gamma^2$. Thus
\begin{equation}
\gamma^2=-\omega^2LC+j\omega(RC+LG)+RG=(R+j\omega L)(G+j\omega C).
\end{equation}

As a test, a leaky line $10\ \mathrm{mm}$ long, with the $R$, $L$ and $C$ of part (b), driven at the frequency $f_c$ of part (c) and given $G=0.3\,\omega C$, was replaced by a chain of small lumped cells. With an open far end, its ratio of input to output voltage should approach $\cosh\gamma\ell$, where $\ell$ is the length. The relative error is $3.4\times10^{-4}$ for 2000 cells and $1.7\times10^{-4}$ for 4000, halving with the cell length.

\section*{(b) The line constants}

\textit{Find the series impedance per length from the field inside the plates. Extract $R$ and $L$ at low frequency, and find $C$.}

\textbf{Solution.} Let $\xi=-x$ measure depth into the signal plate from its inner face. In the metal we neglect displacement current and the slow variation along $z$. Ampère's and Ohm's laws give $E_z=\rho\,\partial_xH=-\rho H'$, where a prime means $d/d\xi$. Faraday's law reduces to $\partial_xE_z=j\omega\mu_0H$, or $-E_z'=j\omega\mu_0H$. Therefore
\begin{equation}
H''=q^2H,\qquad q^2=\frac{j\omega\mu_0}{\rho}.
\end{equation}
The field is $I/w$ at the inner face and zero at the outer face, so
\begin{equation}
H(\xi)=\frac Iw\,\frac{\sinh q(t-\xi)}{\sinh qt}.
\end{equation}
Since $H'(0)=-(I/w)\,q\coth qt$, the surface field is
\begin{equation}
E_z(0)=Z_s\frac Iw,\qquad Z_s=\rho q\coth qt .
\end{equation}
The return plate carries the opposite current, hence $E_z(d)=-Z_sI/w$. Equation~\eqref{eq:faraday} becomes $\partial_zV=-ZI$ with
\begin{equation}
Z(\omega)=\frac{2Z_s+j\omega\mu_0d}{w}.
\label{eq:z}
\end{equation}

For low frequency put $u=qt$ and expand:
\begin{align}
u\coth u&=\frac{1+u^2/2+u^4/24+\cdots}{1+u^2/6+u^4/120+\cdots}\nonumber\\
&=\left(1+\frac{u^2}{2}+\frac{u^4}{24}\right)\left(1-\frac{u^2}{6}+\frac{7u^4}{360}\right)+\cdots\nonumber\\
&=1+\frac{u^2}{3}-\frac{u^4}{45}+\cdots .
\end{align}
With $u^2=j\omega\mu_0t^2/\rho$,
\begin{equation}
Z_s=\frac{\rho}{t}\left[1+\frac1{45}\left(\frac{\omega\mu_0t^2}{\rho}\right)^2+\cdots\right]+j\omega\frac{\mu_0t}{3}+\cdots .
\label{eq:zs}
\end{equation}
The leading real and imaginary parts in Eq.~\eqref{eq:z} give
\begin{equation}
R=\frac{2\rho}{tw},\qquad L=\frac{\mu_0}{w}\left(d+\frac{2t}{3}\right).
\label{eq:rl}
\end{equation}
They may be used as constants when $\omega\mu_0t^2/\rho$ is small enough for the correction in Eq.~\eqref{eq:zs} to be negligible.

The $2t/3$ has a direct meaning. At low frequency the current density is uniform and $H$ falls linearly through each plate. The magnetic energy then contains $\int_0^t(1-\xi/t)^2d\xi=t/3$ from each plate, compared with $d$ from the gap.

The electric field in the gap is $V/d$, so the charge per length is $w\varepsilon V/d$ and
\begin{equation}
C=\frac{\varepsilon w}{d}.
\end{equation}

In the example,
\begin{equation}
R=\frac{2(20\times10^{-9})}{(10^{-6})(40\times10^{-6})}\ \frac{\Omega}{\mathrm m}=1000\ \frac{\Omega}{\mathrm m}.
\end{equation}
Also $L=83.8\ \mathrm{nH/m}$, of which $20.9\ \mathrm{nH/m}$, one quarter, is internal, and $C=708\ \mathrm{pF/m}$.

Equation~\eqref{eq:z} treats $H$ as uniform across the gap. A solution for the guided mode that retains the variation of $H$ there, still with zero magnetic field on the outer faces and no displacement current in the metal, gives the same $\gamma^2$ within a relative difference of $3.4\times10^{-8}$ at the three frequencies examined in part (e). This checks the line approximation within the wide-plate model, not the neglect of fringe fields or of the field outside the pair.

\section*{(c) The crossover with constant coefficients}

\textit{At what frequency does the inductive part of the series impedance equal the resistance? How does the answer depend on the dimensions?}

\textbf{Solution.} For constant $R$ and $L$, the series impedance is $R+j\omega L$. Its reactance grows in proportion to $\omega$ and its resistance stays fixed. They are equal at $\omega_c=R/L$, so
\begin{equation}
\boxed{f_c=\frac{R}{2\pi L}=\frac{\rho}{\pi\mu_0t\,(d+2t/3)}.}
\label{eq:fc}
\end{equation}
The second form follows from Eq.~\eqref{eq:rl}. The width cancels because both $R$ and $L$ vary as $1/w$ in the wide-plate model. In narrower plates the edge fields make $L$ smaller than this, and the crossover lies higher. Capacitance does not enter, since the comparison concerns the series branch.

For the example,
\begin{equation}
\omega_c=\frac{1000}{83.776\times10^{-9}}\ \mathrm{s^{-1}}
=1.194\times10^{10}\ \mathrm{s^{-1}},
\end{equation}
and division by $2\pi$ gives $f_c=1.90\ \mathrm{GHz}$.

``Dominates'' here means $\omega L>R$. At $f_c$ the two parts are equal and the impedance has phase $45^\circ$; with constant coefficients, a tenfold ratio needs $10f_c$. Shrinking both $t$ and $d$ by a factor $s$, at fixed resistivity, raises $f_c$ by $s^2$. The resistance per length at fixed width rises by $s$ while the inductance falls by $s$.

\section*{(d) Does the skin effect change the answer?}

\textit{Find the crossover from the full impedance. Decide whether the growing resistance can overtake the reactance again.}

\textbf{Solution.} Define the skin depth by $\delta^2=2\rho/(\omega\mu_0)$ and let $a=t/\delta$. Then $q^2=2j/\delta^2$, so $q=(1+j)/\delta$ and $qt=(1+j)a$. Multiplying numerator and denominator of $\coth qt$ by $\sinh(a-ja)$ gives
\begin{equation}
\coth(a+ja)=\frac{\sinh2a-j\sin2a}{D},\qquad D=\cosh2a-\cos2a .
\end{equation}
Multiplication by $(1+j)\rho/\delta$ yields
\begin{equation}
Z_s=\frac{\rho}{\delta}\,\frac{(\sinh2a+\sin2a)+j(\sinh2a-\sin2a)}{D}.
\end{equation}
Now subtract the real from the imaginary part of $Z$. Since $\omega\mu_0d=2\rho d/\delta^2$ and $d/\delta=ad/t$,
\begin{equation}
w(\operatorname{Im}Z-\operatorname{Re}Z)=\frac{2\rho}{\delta}\left[a\frac dt-\frac{2\sin2a}{D}\right].
\end{equation}
The crossover therefore satisfies
\begin{equation}
\frac{2\sin2a}{\cosh2a-\cos2a}=a\frac dt .
\label{eq:true}
\end{equation}

Divide this equation by $a$. For $0<a<\pi/2$, $\sin(2a)/a$ decreases and $D$ increases, so the left side falls steadily from infinity to zero. It meets the constant $d/t$ once. For $\pi/2\le a\le\pi$ the sine is not positive, and the reactance is larger. For $a>\pi$ the left side of Eq.~\eqref{eq:true} is at most $2/(\cosh2\pi-1)<0.01$, while its right side exceeds $2\pi$ for our $d/t=2$. The resistance therefore never overtakes the reactance again in this example.

To connect with part (c), expand Eq.~\eqref{eq:true} for small $a$:
\begin{equation}
\frac{4a-\frac83a^3+\frac8{15}a^5+\cdots}{4a^2+\frac8{45}a^6+\cdots}
=\frac1a-\frac{2a}{3}+\frac{4a^3}{45}+\cdots .
\end{equation}
Setting this equal to $ad/t$ and multiplying by $a$ gives
\begin{equation}
a^2\left(\frac dt+\frac23\right)=1+\frac{4a^4}{45}+\cdots .
\end{equation}
The leading solution $a_0^2=t/(d+2t/3)$ is Eq.~\eqref{eq:fc} in another form. Since $\omega\propto a^2$, the first relative correction to the frequency is $4a_0^4/45$.

Here $a_0^2=1/(2+2/3)=0.375$, which predicts a shift of $4(0.375)^2/45=1.25\%$. The full equation gives $a=0.617$, a crossover of $1.93\ \mathrm{GHz}$ and a shift of $1.4\%$ relative to $f_c$. This shift is smaller than the edge-field correction left out of the model, which for strips $40\ \mu\mathrm m$ wide moves the crossover to about $2.2\ \mathrm{GHz}$. A separate finite-difference solution for the field in the plates reproduces this crossover. With $t$ and $d$ both ten times smaller and $\rho$ unchanged, it gives $193\ \mathrm{GHz}$, as the $s^2$ scaling requires. This value belongs to the ohmic model with fixed $\rho$. In a real copper film $100\ \mathrm{nm}$ thick, with a mean free path near $40\ \mathrm{nm}$, surface scattering can raise $\rho$ by some 15 per cent. The inertia of the electrons ($\omega\tau\approx0.025$, with $\tau$ the Drude relaxation time) adds reactance and lowers the crossover by about $2.5\%$, more than the skin shift found above.

The estimate is poor when the gap is much thinner than the metal. As $d\to0$, the root in $0<a<\pi/2$ tends to $\pi/2$, so $a^2\to\pi^2/4$, whereas constant coefficients give $a_0^2\to3/2$. The true first crossover is then higher by the factor $\pi^2/6\approx1.64$.

\section*{(e) What changes for a travelling wave?}

\textit{Set $G=0$ and write $\gamma=\alpha+j\beta$, with attenuation $\alpha$ and phase constant $\beta$. Examine the wave below, at and above $f_c$.}

\textbf{Solution.} With constant coefficients,
\begin{equation}
\gamma^2=j\omega C(R+j\omega L).
\end{equation}
Far below $f_c$ we drop $j\omega L$. Since $\sqrt j=(1+j)/\sqrt2$,
\begin{equation}
\alpha\simeq\beta\simeq\sqrt{\omega RC/2}.
\end{equation}
This is diffusion: Eq.~\eqref{eq:tel} reduces to $\partial_z^2V=RC\,\partial_{t'}V$. Writing $z=\ell\zeta$ turns it into $\partial_\zeta^2V=RC\ell^2\,\partial_{t'}V$, so the time scale of a resistive line grows as $\ell^2$. Cutting it into $n$ separately driven segments changes the summed wire time scale to $n\,RC(\ell/n)^2=RC\ell^2/n$. This is the benefit of repeaters, before their own delay and loading are added.

Far above $f_c$, take the inductive term out of the root:
\begin{align}
\gamma&=j\omega\sqrt{LC}\left(1+\frac{R}{j\omega L}\right)^{1/2}
\simeq j\omega\sqrt{LC}+\frac R2\sqrt{\frac CL}.
\end{align}
Thus $\beta\simeq\omega\sqrt{LC}$ and $\alpha\simeq R/(2Z_0)$, with $Z_0=\sqrt{L/C}$. The signal now travels as a damped wave.

At $f_c$, $R+j\omega_cL=R(1+j)$. The phase of $\gamma^2$ is $90^\circ+45^\circ=135^\circ$, so that of $\gamma$ is $67.5^\circ$ and
\begin{equation}
\frac\beta\alpha=\tan67.5^\circ=\frac{1-\cos135^\circ}{\sin135^\circ}=1+\sqrt2 .
\end{equation}

For the example $Z_0=10.9\ \Omega$. All values below are in $\mathrm{m^{-1}}$; the last two columns use the full $Z(\omega)$.
\begin{center}
\begin{tabular}{ccccc}
$f/f_c$ & $\alpha$ & $\beta$ & $\alpha$, skin & $\beta$, skin\\ \hline
0.1 & 19.6 & 21.6 & 19.6 & 21.6\\
1 & 41.8 & 101 & 42.3 & 101\\
10 & 45.9 & 921 & 86.0 & 897
\end{tabular}
\end{center}
At $0.1f_c$ the wave is nearly diffusive. At $10f_c$ the constant-coefficient attenuation has almost reached $R/(2Z_0)=46.0\ \mathrm{m^{-1}}$, but the skin effect has raised the resistance by a factor $1.82$ and nearly doubled the attenuation. The ratio of reactance to resistance is then $5.2$, not 10. These figures belong to the wide-plate model; for strips $40\ \mu\mathrm m$ wide, where the field outside the pair is not zero, the resistance factor is nearer $1.65$. The crossover is insensitive to the skin effect here; the loss well above it is not.

\section*{(f) Does operation above the crossover imply ringing?}

\textit{A line of length $\ell$ has an ideal voltage source at $z=0$ and an open end at $z=\ell$. With constant $R$ and $L$ and $G=0$, when does its lowest free mode oscillate?}

\textbf{Solution.} After the source voltage has become constant, subtract the steady state. The remainder has $V=0$ at the source. At the open end $I=0$ at all times, so Eq.~\eqref{eq:v} gives $\partial_zV=0$. The modes are
\begin{equation}
V=e^{st'}\sin kz,\qquad k=\frac{(2m-1)\pi}{2\ell},\quad m=1,2,\ldots
\end{equation}
Here $s$ is a complex rate. Since $\partial_z^2V=-k^2V$, Eq.~\eqref{eq:tel} gives
\begin{equation}
LCs^2+RCs+k^2=0,
\end{equation}
\begin{equation}
s=-\frac R{2L}\pm\sqrt{\left(\frac R{2L}\right)^2-\frac{k^2}{LC}} .
\end{equation}
The mode oscillates when the square root is imaginary, which requires $k>R/(2Z_0)$. For the lowest mode, $k=\pi/(2\ell)$, this becomes
\begin{equation}
\boxed{\ell<\frac{\pi Z_0}{R}.}
\end{equation}
In the example the limiting length is $\pi(10.875)/1000\ \mathrm m=34\ \mathrm{mm}$. The eigenvalues of a lumped ladder test this limit: at $0.95$ of this length all modes oscillate, and at $1.05$ of it two decay rates are real, the two roots of the lowest mode.

Thus $f_c$ and the ringing length answer different questions. The first compares two parts of the impedance per length and contains neither $C$ nor $\ell$. The second concerns a complete line with stated ends. On a longer line the lowest mode is overdamped while higher modes, with larger $k$, can still oscillate. Whether an oscillating mode is visible also depends on how strongly the applied edge excites it, and a driver with resistance changes the condition at $z=0$, so the length found here does not apply to it unchanged.

The computed values and comparisons are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
resistivity = 20.0 nOhm m
plate thickness t = 1.0 um
gap d = 2.0 um
width w = 40.0 um
relative permittivity = 4.0
R = 1.0000 Ohm/mm
L = 83.776 nH/m
internal part of L = 20.944 nH/m
C = 708.34 pF/m
Z0 = sqrt(L/C) = 10.875 Ohm
omega_c = R/L = 1.1937e+10 rad/s
f_c, constant R and L = 1.8998 GHz
skin depth at f_c = 1.6330 um
(t/skin depth)^2 at f_c = 0.3750
t/skin depth at true crossover = 0.6166
true crossover = 1.9258 GHz
shift from f_c = 1.37 percent
crossover, t and d tenfold smaller = 192.58 GHz
at 0.1 f_c: reactance/resistance with skin = 0.1000
  resistance/R with skin = 1.0001
  alpha, beta, constant R,L = 19.560, 21.613 1/m
  alpha, beta, with skin = 19.561, 21.615 1/m
at 1 f_c: reactance/resistance with skin = 0.9868
  resistance/R with skin = 1.0124
  alpha, beta, constant R,L = 41.846, 101.026 1/m
  alpha, beta, with skin = 42.303, 101.179 1/m
at 10 f_c: reactance/resistance with skin = 5.1677
  resistance/R with skin = 1.8246
  alpha, beta, constant R,L = 45.919, 920.663 1/m
  alpha, beta, with skin = 85.992, 897.006 1/m
beta/alpha at f_c, constant R,L = 2.41421
high-frequency alpha, constant R = 45.976 1/m
largest relative field-mode error in gamma^2 = 3.4e-08
ladder relative errors, 2000 and 4000 cells = 3.41e-04, 1.70e-04
ringing length pi Z0/R = 34.166 mm
real decay rates at 0.95 ringing length = 0
real decay rates at 1.05 ringing length = 2
\end{verbatim}
